# Surface modes of a free-standing Lorentz-oscillator film

An electron passing through or near a thin resist film loses energy by exciting the film's bound electrons. This problem finds the collective surface oscillations responsible for part of that loss, and then asks when they can be recognized in a spectrum.

The film fills \(|z|<a\), with \(a=d/2\), and has vacuum on both sides. Its electrons respond as identical, isotropic, local oscillators of resonance frequency \(\omega_0\) and strength \(\omega_p\). Fields vary as \(e^{i(qx-\omega t)}\) with \(q>0\). SI equations are used. Damping and retardation are left out until parts (e) and (f).

**(a) Find the permittivity, and the equation for the potential of a surface mode.**

**Solution.** Let \(\mathbf P\) be the dipole moment per volume. Each oscillator is driven by the macroscopic field \(\mathbf E\), so

\[
\ddot{\mathbf P}+\omega_0^2\mathbf P=\varepsilon_0\omega_p^2\mathbf E .
\]

The time factor \(e^{-i\omega t}\) turns \(\ddot{\mathbf P}\) into \(-\omega^2\mathbf P\). Hence

\[
(\omega_0^2-\omega^2)\mathbf P=\varepsilon_0\omega_p^2\mathbf E. \tag{1}
\]

Comparing \(\mathbf D=\varepsilon_0\mathbf E+\mathbf P\) with \(\mathbf D=\varepsilon_0\varepsilon\mathbf E\) gives

\[
\varepsilon(\omega)=1+\frac{\omega_p^2}{\omega_0^2-\omega^2}. \tag{2}
\]

Without retardation, \(\mathbf E=-\nabla[\phi(z)e^{iqx}]\). There is no free charge, so \(\nabla\cdot(\varepsilon\mathbf E)=0\). If \(\varepsilon\) is finite and nonzero it can be divided out inside the film, which leaves Laplace's equation:

\[
\phi''-q^2\phi=0 .
\]

The same equation holds in vacuum. The charge of such a mode therefore sits on the two faces.

Two frequencies are excluded by the division. At \(\omega=\omega_0\), equation (1) allows polarization with no electric field, which gives transverse bulk modes. At \(\omega^2=\omega_0^2+\omega_p^2\), \(\varepsilon=0\) and \(\mathbf D\) can vanish while \(\mathbf E\) does not, which gives longitudinal bulk modes. Both families are separate from the surface modes.

**(b) Which values of \(\varepsilon\) permit a surface mode?**

**Solution.** The film is unchanged by \(z\to-z\), so the even and odd parts of any solution are themselves solutions. Inside, the even potential is \(\cosh qz\) and the odd one is \(\sinh qz\). Above the film the potential must decay, so it is \(Ce^{-q(z-a)}\).

At \(z=a\), both \(\phi\) (continuous tangential field) and \(\varepsilon\phi'\) (continuous normal displacement) are continuous. For the even potential,

\[
\cosh qa=C,\qquad \varepsilon q\sinh qa=-qC .
\]

Dividing the second equation by the first gives \(\varepsilon\tanh qa=-1\). For the odd potential,

\[
\sinh qa=C,\qquad \varepsilon q\cosh qa=-qC,
\]

which gives \(\varepsilon\coth qa=-1\). With \(a=d/2\),

\[
\varepsilon_{\rm even}=-\coth\frac{qd}{2},\qquad
\varepsilon_{\rm odd}=-\tanh\frac{qd}{2}. \tag{3}
\]

Symmetry makes the conditions at \(z=-a\) the same. Both values are negative, so continuity of \(\varepsilon\phi'\) makes the normal field reverse across each face.

**(c) Find the mode frequencies and their thin-film and thick-film limits.**

**Solution.** Solving (2) for the frequency gives

\[
\omega^2=\omega_0^2+\frac{\omega_p^2}{1-\varepsilon}. \tag{4}
\]

With \(x=qd/2\), the two denominators are

\[
1+\coth x=\frac{\sinh x+\cosh x}{\sinh x}
=\frac{2e^x}{e^x-e^{-x}}=\frac{2}{1-e^{-2x}},
\]
\[
1+\tanh x=\frac{\cosh x+\sinh x}{\cosh x}
=\frac{2e^x}{e^x+e^{-x}}=\frac{2}{1+e^{-2x}} .
\]

Since \(2x=qd\), equation (4) becomes

\[
\boxed{\Omega_\pm^2=\omega_0^2+\frac{\omega_p^2}{2}\left(1\pm e^{-qd}\right)} \tag{5}
\]

The lower sign belongs to the even potential and the upper sign to the odd one. Each condition in (3) fixes one value of \(\omega^2\), so there are two surface modes for each \(q\).

When \(qd\gg1\), the exponential vanishes and both modes approach the single-surface value \(\sqrt{\omega_0^2+\omega_p^2/2}\). The faces no longer influence each other. When \(qd\ll1\), \(e^{-qd}\simeq1-qd\), so

\[
\Omega_-^2\simeq\omega_0^2+\tfrac12\omega_p^2qd,\qquad
\Omega_+^2\simeq\omega_0^2+\omega_p^2\left(1-\tfrac12qd\right).
\]

The modes then approach the two bulk frequencies. This limit must be reached by making \(d\) small at a suitable \(q\); letting \(q\to0\) at fixed thickness brings in retardation, treated in part (f).

Now take \(\hbar\omega_0=15\) eV, \(\hbar\omega_p=16\) eV, \(d=4\) nm and \(q=0.25\ \mathrm{nm}^{-1}\). Then \(qd=1\), \(e^{-qd}=0.3679\), and

\[
(\hbar\Omega_-)^2=225+128(1-0.3679)=305.9\ \mathrm{eV}^2,
\]
\[
(\hbar\Omega_+)^2=225+128(1+0.3679)=400.1\ \mathrm{eV}^2 .
\]

The energies are 17.5 eV and 20.0 eV, on either side of the single-surface value of 18.8 eV.

**(d) Recover the frequencies from the Coulomb forces alone, and explain which mode is lower.**

**Solution.** Start with the polarization pattern

\[
\mathbf P=\nabla(\cosh qz\,e^{iqx})=(iq\cosh qz,\;q\sinh qz)e^{iqx}.
\]

Its divergence is \((-q^2+q^2)\cosh qz\,e^{iqx}=0\), so there is no interior charge. The surface charge is the outward normal component of \(\mathbf P\). It has amplitude \(q\sinh qa\) on both faces.

A charged sheet of amplitude \(\sigma\) at \(z'\) has potential \(\sigma e^{-q|z-z'|}/(2\varepsilon_0q)\): this decays on both sides, and its slope jumps by \(-\sigma/\varepsilon_0\). Adding the two sheets gives, inside the film,

\[
\phi=\frac{\sinh qa}{2\varepsilon_0}
\left[e^{-q(a-z)}+e^{-q(a+z)}\right]
=\frac{e^{-qa}\sinh qa}{\varepsilon_0}\cosh qz .
\]

Therefore \(\mathbf E=-\lambda_-\mathbf P/\varepsilon_0\), with

\[
\lambda_-=e^{-qa}\sinh qa=\tfrac12(1-e^{-qd}).
\]

For \(\mathbf P=\nabla(\sinh qz\,e^{iqx})\), the charges are \(+q\cosh qa\) above and \(-q\cosh qa\) below. The bracket becomes a difference, equal to \(2e^{-qa}\sinh qz\), and

\[
\lambda_+=e^{-qa}\cosh qa=\tfrac12(1+e^{-qd}).
\]

Putting \(\mathbf E=-\lambda\mathbf P/\varepsilon_0\) into (1) gives \(\omega^2=\omega_0^2+\lambda\omega_p^2\), which is (5). The number \(\lambda\) measures the restoring field produced by the polarization itself.

The direction of the polarization shows why the two values differ. The integrals needed are

\[
\int_{-a}^{a}\sinh^2qz\,dz=\frac12\left(\frac{\sinh qd}{q}-d\right),
\]
\[
\int_{-a}^{a}(\cosh^2qz+\sinh^2qz)\,dz=\frac{\sinh qd}{q}.
\]

Their ratio is the share of \(|\mathbf P|^2\) normal to the film in the even mode. In the odd mode \(\cosh^2\) replaces \(\sinh^2\) in the first integral, which changes the sign of \(d\). Thus

\[
f_\mp=\frac12\left(1\mp\frac{qd}{\sinh qd}\right).
\]

At \(qd=1\) the normal share is 7% in the even mode and 93% in the odd mode. In this film the lower mode moves charge mainly along the film, and the upper mode moves it mainly across, like a capacitor being charged. Both patterns have the same integrated \(|\mathbf P|^2\), but the face charge of the lower mode is smaller by the factor \(\tanh(qd/2)\), or 0.46 at \(qd=1\). The larger face charge gives the upper mode its stronger restoring field. The opposite signs of its two faces partly offset this, but do not reverse the order.

A numerical diagonalization tested this without assuming the hyperbolic patterns. The film was divided into 200 layers of uniform polarization, coupled by their Coulomb fields. At \(qd=1\), two eigenvalues lay between 0.05 and 0.95: 0.31606 and 0.68394, in agreement with \(\lambda_\mp\). The others lay within 0.001 of the bulk values 0 or 1. Going from 100 to 200 layers moved the surface-mode energies by at most \(2.8\times10^{-5}\) eV.

**(e) Add damping. Does an outside source see two loss maxima?**

**Solution.** A damping term \(\gamma\dot{\mathbf P}\) replaces \(\omega^2\) in (1) by \(\omega^2+i\gamma\omega\). The Coulomb factors \(\lambda_\pm\) do not change, so a free mode obeys \(\omega^2+i\gamma\omega=\Omega_\pm^2\). For \(\gamma<2\Omega_\pm\), the solution with positive real part is

\[
\omega=-\frac{i\gamma}{2}+\sqrt{\Omega_\pm^2-\frac{\gamma^2}{4}} .
\]

Let a source above the film produce the potential \(\phi_0e^{q(z-a)}\) near it. Inside the film this is \(\phi_0e^{-qa}(\cosh qz+\sinh qz)\), so the source drives both patterns of part (d). Write

\[
\mathbf P=A_-\nabla(\cosh qz\,e^{iqx})+A_+\nabla(\sinh qz\,e^{iqx}).
\]

The external field is minus the gradient of the source potential. The restoring field is already contained in \(\Omega_\pm\), so

\[
A_\pm=-\frac{\varepsilon_0\omega_p^2\phi_0e^{-qa}}
{\Omega_\pm^2-\omega^2-i\gamma\omega}.
\]

Above the film, the charges of the even pattern produce

\[
\frac{A_-\sinh qa}{2\varepsilon_0}(1+e^{-qd})e^{-q(z-a)} .
\]

For the odd pattern, \(\sinh qa\) becomes \(\cosh qa\) and \(1+e^{-qd}\) becomes \(1-e^{-qd}\). Since \(e^{-qa}\sinh qa=(1-e^{-qd})/2\) and \(e^{-qa}\cosh qa=(1+e^{-qd})/2\), both contributions contain the same product, \((1-e^{-2qd})/2\). Writing the total induced potential as \(-r\phi_0e^{-q(z-a)}\),

\[
r=\frac{\omega_p^2}{4}(1-e^{-2qd})\sum_{\pm}
\frac{1}{\Omega_\pm^2-\omega^2-i\gamma\omega}. \tag{6}
\]

To connect \(r\) with loss, use the mean power per area delivered by the external field, \(\tfrac12\omega\,\mathrm{Im}\int\mathbf P\cdot\mathbf E_{\rm ext}^*dz\). The two patterns are orthogonal, because their product is proportional to \(\sinh qz\cosh qz\), which is odd. Each has squared norm \(q\sinh qd\). The integral is therefore

\[
-\phi_0^*e^{-qa}q\sinh qd\,(A_-+A_+)=2\varepsilon_0q|\phi_0|^2r ,
\]

where \(e^{-qd}\sinh qd=(1-e^{-2qd})/2\) was used. The power is \(\varepsilon_0q\omega|\phi_0|^2\,\mathrm{Im}\,r\). Dividing by \(\hbar\omega\) shows that, at fixed \(q\) and source amplitude, the rate of losing quanta follows \(\mathrm{Im}\,r\).

For the film of part (c), \(\hbar\gamma=1\) eV gives maxima at 17.5 and 20.0 eV. At \(\hbar\gamma=10\) eV there is one maximum, at 18.0 eV, although two damped modes still exist with real parts 16.8 and 19.4 eV. With \(q\) and \(d\) held fixed, the upper maximum disappears at \(\hbar\gamma\approx3.7\) eV. The two peaks do not coalesce: just below this damping they lie near 17.8 and 19.2 eV, and the upper one meets the dip beside it and becomes a shoulder, which is still present at \(\hbar\gamma=5\) eV. A single broad peak therefore does not show that there is a single mode.

**(f) How large is the retardation correction, and when does the nonretarded picture fail?**

**Solution.** Keep the full Maxwell equations, without damping, and describe the mode by its magnetic field \(H_y(z)e^{iqx}\). The wave equation gives \(H_y''=k^2H_y\) inside and \(H_y''=k_0^2H_y\) outside, where

\[
k^2=q^2-\varepsilon\frac{\omega^2}{c^2},\qquad
k_0^2=q^2-\frac{\omega^2}{c^2}.
\]

The \(x\) component of Ampère's law is \(-H_y'=-i\omega\varepsilon_0\varepsilon E_x\). Continuity of \(E_x\) thus means continuity of \(H_y'/\varepsilon\), and \(H_y\) is also continuous. The even-potential mode has even \(E_x\) and hence odd \(H_y\), proportional to \(\sinh kz\) inside. Equating \(H_y'/(\varepsilon H_y)\) on the two sides of \(z=a\) gives

\[
\frac{k}{\varepsilon}\coth ka=-k_0
\quad\Longrightarrow\quad
\varepsilon k_0=-k\coth\frac{kd}{2}.
\]

The odd-potential mode has \(H_y\propto\cosh kz\), which replaces \(\coth\) by \(\tanh\). For \(c\to\infty\), \(k\) and \(k_0\) both become \(q\), and (3) returns.

In the example the energies become 17.35 and 19.77 eV. The shifts are \(-0.14\) and \(-0.24\) eV, about 0.8% and 1.2% of the nonretarded energies. They are small because the light-line energy \(\hbar cq=49\) eV is well above both modes.

A 30 nm film with \(qd=1\) is different. Its light-line energy is 6.6 eV, below the resonance at 15 eV. At the energies predicted by (5), \(k_0^2\) is negative and the outside field radiates instead of decaying. Equation (5) then does not describe bound modes. Keeping \(q=0.25\ \mathrm{nm}^{-1}\) for the 30 nm film avoids this, but then \(qd=7.5\) and equation (5) gives a splitting of only about 4 meV, which retardation lowers to about 2 meV. A large, nearly nonretarded splitting needs \(qd\lesssim1\) with \(q\) well above \(\omega/c\), so \(d\) must be well below \(c/\omega\). In the 4 nm example \(q\) is about 2.6 times \(\omega/c\), and retardation lowers the splitting only from 2.51 to 2.41 eV.

**(g) What does the model say about a resist and a slow electron?**

**Solution.** The oscillator parameters are round values in the rough range of a PMMA-like resist. They give an electronic refractive index of 1.46 in the low-frequency limit and an undamped bulk loss energy of 21.9 eV; rough real values are 1.5, for visible light, and 22 eV. The slower response of nuclei and permanent dipoles is not included. The damping of 10 eV represents a broad valence loss and lowers the model's bulk loss maximum to 21.4 eV. The 4 nm thickness was chosen to make the splitting large; part (f) shows how it shrinks for a 30 nm film at the same \(q\). The oscillator holds about 64% of the valence-electron strength estimated from a rough PMMA density of 1.2 g/cm\(^3\) (65% for 1.18 to 1.19 g/cm\(^3\)), so this resonance does not represent the whole spectrum. The effect of the missing strength on the mode energies is not calculated here.

A resist in use also rests on a substrate, which breaks the mirror symmetry. A perfectly screening substrate gives a simple limiting case. It forces \(\phi=0\) at \(z=-a\), so \(\phi\propto\sinh q(z+a)\) inside. Matching at the upper face gives \(\varepsilon=-\tanh qd\), and (4) yields

\[
\omega^2=\omega_0^2+\frac{\omega_p^2}{2}(1+e^{-2qd}).
\]

For the example, \(225+128(1+0.3679^2)=370\ \mathrm{eV}^2\), or 19.2 eV. One mode replaces the pair at 17.5 and 20.0 eV. A real substrate needs its own permittivity at these energies, and common ones are far from this limit. A free-electron substrate with a plasma energy near 17 eV, roughly that of silicon, has \(\varepsilon\approx0.2\) at 19 eV and hardly screens; with it the pair survives, shifted to about 18.2 and 20.8 eV.

Finally, consider an 80 eV electron moving parallel to the film at speed \(v\). Its potential depends on \(x-vt\), so a component \(e^{iq_xx}\) has frequency \(\omega=q_xv\). The total in-plane wavenumber is therefore at least \(\omega/v\). At the single-surface energy of 18.8 eV, and neglecting the electron's recoil, this is \(5.4\ \mathrm{nm}^{-1}\). For the 4 nm film, \(qd=21.5\) and \(e^{-qd}=4.5\times10^{-10}\), so the coupling between the faces is negligible for this parallel path. An electron that crosses the film is not bound by \(\omega=q_xv\) and can also excite smaller in-plane wavenumbers, but only weakly at this speed. At normal incidence, in the undamped local model, its surface loss per unit \(q\) still peaks near \(\omega/v\), and only about 0.1% of it comes from \(qd<2\).

The local permittivity is itself doubtful at such short wavelengths. A rough length scale comes from an electron gas with the oscillator's electron density: \(\ell=\sqrt{3/5}\,v_F/\omega_p=0.065\) nm, where \(v_F\) is the Fermi speed. Bound electrons are not an electron gas, so this gives a scale and not a correction. For the film mode at \(q=0.25\ \mathrm{nm}^{-1}\), \(q\ell=0.016\); for the slow electron, \(q\ell=0.35\). The local model is thus much safer for the first case than for the second.

## Table of computed values

```
resonance energy 15.0 eV; strength energy 16.0 eV
damping energy 10.0 eV
thickness 4.0 nm; wavenumber 0.25 1/nm; qd 1.00
exp(-qd) 0.3679
static permittivity 2.138
static refractive index 1.462
bulk longitudinal energy 21.932 eV
single-surface energy 18.788 eV
mode permittivity: even -2.1640, odd -0.4621
squared energy: even 305.91, odd 400.09 eV^2
mode energy: even 17.490, odd 20.002 eV
mode splitting 2.512 eV
Coulomb eigenvalue: even 0.31606, odd 0.68394
Coulomb mode energy: even 17.49033, odd 20.00221 eV
largest shift, 100 to 200 layers 2.8e-05 eV
error ratio 100/200 layers 4.00, 4.00
normal share of |P|^2: even 0.0745, odd 0.9255
qd 0.1: even 15.401, odd 21.652 eV
qd 0.3: even 16.068, odd 21.162 eV
qd 1.0: even 17.490, odd 20.002 eV
qd 3.0: even 18.618, odd 18.957 eV
damped real part: even 16.760, odd 19.367 eV
loss maxima, damping 1 eV: 17.49, 19.99 eV
loss maximum, damping 10 eV: 17.96 eV
damping at which maxima merge 3.7 eV
light-line energy hbar*c*q 49.33 eV
retarded energy: even 17.354, odd 19.766 eV
retardation shift: even -0.137, odd -0.236 eV
electron density in oscillator 185.7 1/nm^3
rough PMMA mass density 1.2 g/cm3
rough PMMA valence density 289 1/nm^3
oscillator share of valence strength 0.64
nonlocal length scale 0.065 nm
nonlocal length times q 0.0163
30 nm film, same q: qd 7.50, splitting 3.77 meV
30 nm film, qd 1: light-line energy 6.58 eV
parallel electron energy 80 eV
its wavenumber w/v 5.38 1/nm; qd 21.5
its exp(-qd) 4.5e-10
its nonlocal length times q 0.35
```
